# Reflection Changes in a Multilayer: The Squared Complex Field

Suppose the molybdenum layers of an extreme-ultraviolet mirror come out slightly less dense than designed. Does the reflectance rise or fall? A first-order estimate needs a weight that says how much a change at each depth counts, and one must choose between the intensity \(|E|^2\) and the complex square \(E^2\). For the mirror worked out below and a density loss of 2%, the intensity weight predicts a rise of 0.0024. A full recalculation gives a fall of 0.0027, and the weight \(E^2\) gives a fall of 0.0026.

## The scattering problem

Fields vary in time as \(e^{-i\omega t}\), so an absorbing medium has \(\operatorname{Im}\varepsilon>0\). The stack fills \(0<z<L\), with vacuum above it (\(z<0\)) and a uniform substrate of refractive index \(n_s\) below it (\(z>L\)). All media are isotropic, linear, non-magnetic and uniform in each plane of constant \(z\).

At normal incidence let the electric field be \(E(z)\) along \(x\) and the magnetic field \(B(z)\) along \(y\). Maxwell's curl equations become

\[
E'=i\omega B,\qquad B'=\frac{i\omega}{c^2}\,\varepsilon E. \tag{1}
\]

Differentiating the first and inserting the second gives, with \(k_0=\omega/c\),

\[
E''+k_0^2\,\varepsilon(z)\,E=0. \tag{2}
\]

The tangential fields \(E\) and \(B\) are continuous at an interface, so \(E\) and \(E'\) are continuous too. Outside the stack,

\[
E=e^{ik_0z}+r\,e^{-ik_0z}\ (z<0),\qquad E'=ik_0n_sE\ (z\ge L). \tag{3}
\]

The second condition says that the substrate carries an outgoing wave alone. The reflection amplitude \(r\) refers to the fixed plane \(z=0\).

## An identity for finite changes

Let \(\varepsilon_1\) and \(\varepsilon_2\) be two profiles with the same \(k_0\) and substrate, with fields \(E_1,E_2\) and amplitudes \(r_1,r_2\). Define

\[
W=E_1E_2'-E_2E_1'. \tag{4}
\]

On differentiation the products \(E_1'E_2'\) cancel, and (2) replaces the second derivatives:

\[
W'=E_1E_2''-E_2E_1''=-k_0^2(\varepsilon_2-\varepsilon_1)E_1E_2. \tag{5}
\]

At the substrate both fields obey the same outgoing condition, so

\[
W(L)=ik_0n_s(E_1E_2-E_2E_1)=0. \tag{6}
\]

At the top, (3) gives \(E_j(0)=1+r_j\) and \(E_j'(0)=ik_0(1-r_j)\). Therefore

\[
\begin{aligned}
W(0)&=ik_0\big[(1+r_1)(1-r_2)-(1+r_2)(1-r_1)\big]\\
&=ik_0\big[(1+r_1-r_2-r_1r_2)-(1+r_2-r_1-r_1r_2)\big]\\
&=2ik_0(r_1-r_2).
\end{aligned}\tag{7}
\]

Integrating (5) over the stack gives \(W(L)-W(0)=2ik_0(r_2-r_1)\) on the left. Division by \(2ik_0\), with \(-k_0^2/(2ik_0)=ik_0/2\), yields

\[
r_2-r_1=\frac{ik_0}{2}\int_0^L(\varepsilon_2-\varepsilon_1)\,E_1E_2\,dz. \tag{8}
\]

No smallness has been assumed. The product \((\varepsilon_2-\varepsilon_1)E_2\) is proportional to the polarization in excess of what medium 1 would show in the same field \(E_2\). The factor \(E_1\) weights what that polarization contributes to the reflected wave. Neither factor is complex-conjugated, because conjugation would turn the outgoing wave in the substrate into an incoming one and (6) would fail.

In a numerical test of (8), every layer of the example mirror received a random complex change, with a standard deviation of 0.02 in the real part. The amplitude moved by 0.12, and the two sides agreed to \(6\times10^{-16}\).

## The first-order result

To replace \(E_2\) by \(E_1\) in (8) we need to know that the two fields differ little. Let \(u_1,u_2\) solve (2) for the two profiles with the common starting values \(u(L)=1\), \(u'(L)=ik_0n_s\). With \(\delta\varepsilon=\varepsilon_2-\varepsilon_1\), their difference \(w=u_2-u_1\) obeys

\[
w''+k_0^2\varepsilon_1w=-k_0^2\,\delta\varepsilon\,u_2,\qquad w(L)=w'(L)=0. \tag{9}
\]

Let \(K(z,s)\) solve the homogeneous equation in \(z\) for profile 1, with \(K=0\) and \(\partial_zK=1\) at \(z=s\). Variation of constants gives

\[
w(z)=k_0^2\int_z^LK(z,s)\,\delta\varepsilon(s)\,u_2(s)\,ds. \tag{10}
\]

For bounded permittivities on a finite interval \(K\), \(\partial_zK\) and \(u_2\) are bounded, so \(w\) and \(w'\) are of order \(\eta=\int|\delta\varepsilon|\,dz\).

The physical field is \(E=u/a\), where \(a\) is the incident amplitude contained in \(u\). Writing \(u=ae^{ik_0z}+be^{-ik_0z}\) in the vacuum gives \(a=\tfrac12[u(0)+u'(0)/(ik_0)]\). This division is safe if \(a\neq0\). To show that, take the energy flow \(F=\operatorname{Im}(u^*u')\), which by (2) obeys

\[
F'=-k_0^2\operatorname{Im}\varepsilon\,|u|^2. \tag{11}
\]

Its end values are \(F(0)=k_0(|a|^2-|b|^2)\) and \(F(L)=k_0\operatorname{Re}n_s\). In a passive stack \(F\) cannot grow with depth, so \(|a|^2\ge\operatorname{Re}n_s>0\). Hence \(E_2-E_1=O(\eta)\), and (8) becomes

\[
\delta r=\frac{ik_0}{2}\int_0^L\delta\varepsilon(z)\,E(z)^2\,dz+O(\eta^2). \tag{12}
\]

The local derivative is thus

\[
\frac{\delta r}{\delta\varepsilon(z)}=\frac{ik_0}{2}\,E(z)^2. \tag{13}
\]

The derivative is proportional to a plain integral of \(E^2\) when the change is uniform over the region considered, for instance one layer. Otherwise \(\delta\varepsilon\) stays inside the integral as a weight.

A weak film in vacuum checks the prefactor. To lowest order \(E=e^{ik_0z}\) inside it, and

\[
\delta r=\frac{ik_0}{2}\,\delta\varepsilon\,\frac{e^{2ik_0L}-1}{2ik_0}
=\frac{\delta\varepsilon}{4}\left(e^{2ik_0L}-1\right). \tag{14}
\]

The term \(-\delta\varepsilon/4\) is the reflection at the front face, since \((1-n)/(1+n)\approx-\delta\varepsilon/4\) for \(n\approx1+\delta\varepsilon/2\). The other term is the back face, with opposite sign and the round-trip phase.

If the substrate index itself changes from \(n_1\) to \(n_2\), (6) no longer holds. Instead \(W(L)=ik_0(n_2-n_1)E_1(L)E_2(L)\), and the right side of (8) gains the term \(-\tfrac12(n_2-n_1)E_1(L)E_2(L)\). The example keeps the substrate fixed.

## Reflectance and phase

From \(R=r^*r\), the first-order change is \(\delta R=2\operatorname{Re}(r^*\delta r)\). Since \(\operatorname{Re}(iX)=-\operatorname{Im}X\),

\[
\delta R=-k_0\operatorname{Im}\left[r^*\int_0^L\delta\varepsilon\,E^2\,dz\right]. \tag{15}
\]

For \(r\neq0\), let \(\chi(z)\) be the phase of \(E^2/r\), so that \(E^2=(r/|r|)\,|E|^2e^{i\chi}\). With \(\delta\varepsilon=\delta\varepsilon'+i\,\delta\varepsilon''\), (15) becomes

\[
\delta R=-k_0|r|\int_0^L|E|^2\left(\delta\varepsilon'\sin\chi+\delta\varepsilon''\cos\chi\right)dz. \tag{16}
\]

The phase \(\varphi\) of \(r\) changes by \(\operatorname{Im}(\delta r/r)\), which is

\[
\delta\varphi=\frac{k_0}{2|r|}\int_0^L|E|^2\left(\delta\varepsilon'\cos\chi-\delta\varepsilon''\sin\chi\right)dz. \tag{17}
\]

The intensity weight amounts to setting \(\chi=0\). This becomes exact in the following limit. Let the stack be lossless and totally reflecting, with \(r=e^{2i\alpha}\). Then

\[
E(0)=1+r=2e^{i\alpha}\cos\alpha,\qquad E'(0)=ik_0(1-r)=2k_0e^{i\alpha}\sin\alpha. \tag{18}
\]

Both starting values are real apart from the common factor \(e^{i\alpha}\), and (2) has real coefficients. So \(E=e^{i\alpha}f\) with \(f\) real, and \(E^2=r|E|^2\) everywhere in the stack. A real \(\delta\varepsilon\) then changes the phase of \(r\) but not \(R\), to first order. With absorption, or with transmission into the substrate, \(\chi\) generally differs from zero and a real change can alter \(R\) to first order as well.

The intensity does have a firm place in the energy balance. Integrating (11) for \(E\) and dividing by \(k_0\) gives

\[
1-R-\operatorname{Re}n_s\,|E(L)|^2=k_0\int_0^L\operatorname{Im}\varepsilon\,|E|^2\,dz. \tag{19}
\]

This fixes the absorbed fraction of a given stack. Its variation does not give \(\delta R\) from \(\delta\varepsilon''\) alone, because \(|E|^2\) and the transmitted wave also change.

## Moved and blurred interfaces

Let the interface at \(z_j\) move by \(h\) towards the substrate while all others stay in place. A strip of width \(h\) changes from \(\varepsilon_{\rm below}\) to \(\varepsilon_{\rm above}\). The local change is not small, but \(\eta\) is proportional to \(h\), so (12) applies:

\[
\frac{dr}{dh}=\frac{ik_0}{2}\left(\varepsilon_{\rm above}-\varepsilon_{\rm below}\right)E(z_j)^2. \tag{20}
\]

Interdiffusion differs in its order. Let the step \(\Delta_j=\varepsilon_{\rm below}-\varepsilon_{\rm above}\) be smoothed by a Gaussian of standard deviation \(\sigma\), much smaller than the layer widths and \(1/k_0\). With \(s=z-z_j\) and \(\Phi\) the cumulative normal distribution, the change is \(-\Delta_j[1-\Phi(s/\sigma)]\) for \(s>0\) and is odd in \(s\). The constant term of \(E^2\) therefore integrates to zero. The linear term needs

\[
\int s\,\delta\varepsilon\,ds=-2\Delta_j\int_0^\infty s\left[1-\Phi(s/\sigma)\right]ds=-\frac{\Delta_j\sigma^2}{2}, \tag{21}
\]

where integration by parts gives \(\sigma^2/4\) for the last integral. Multiplying by \((E^2)'=2EE'\) and summing over interfaces,

\[
\delta r\approx-\frac{ik_0\sigma^2}{2}\sum_j\Delta_j\,E(z_j)E'(z_j). \tag{22}
\]

This is the leading small-\(\sigma\) part of the linear formula. A displacement enters linearly in \(h\), a symmetric blur quadratically in \(\sigma\). The numbers for interdiffusion below use the full integral (12), not (22).

## A molybdenum–silicon mirror

The example has 40 bilayers at a wavelength of 13.5 nm, with silicon uppermost. The indices are rough typical values: \(0.920+0.006i\) for Mo, \(1.000+0.002i\) for Si and \(0.98+0.01i\) for the substrate. With a molybdenum fraction of 0.4, the period of highest reflectance on a 0.01 nm grid is 6.92 nm, which makes the layers 4.15 nm of Si and 2.77 nm of Mo. Then

\[
k_0=0.46542\ {\rm nm^{-1}},\quad r=-0.86183-0.05137i,\quad R=0.745. \tag{23}
\]

Of the incident power 0.247 is absorbed in the stack and 0.007 enters the substrate, which completes the balance (19).

For each layer let \(S=\int E^2dz\) and \(J=\int|E|^2dz\). In the molybdenum of bilayers 1, 10 and 20, counted from the top, \(|S|\) is 3.65, 0.96 and 0.22 nm. The same small permittivity change thus moves \(r\) about 17 times as far in the first Mo layer as in the twentieth. The phase of \(S/r\) in the first bilayer is \(7.5^\circ\) for Mo and \(-3.6^\circ\) for Si. By (15), a small real increase of \(\varepsilon\) there lowers \(R\) if made in the Mo layer and raises it if made in the Si layer.

In the last silicon layer \(|S|\) is 0.015 nm while \(J\) is 0.031 nm. Since \(|S|=J\) requires a constant phase of \(E^2\) across the layer, the field there is far from a standing wave.

Now let all Mo layers lose 2% of their density at fixed thickness. Taking \(\varepsilon-1\) proportional to density,

\[
\delta\varepsilon=-0.02(\varepsilon_{\rm Mo}-1)=0.003073-0.000221i. \tag{24}
\]

The sum of \(S\) over the Mo layers is \(-25.709-5.552i\) nm, so

\[
\begin{aligned}
\delta r&=\frac{0.46542\,i}{2}\,(0.003073-0.000221i)(-25.709-5.552i)\\
&=0.23271\,i\,(-0.08023-0.01138i)=0.00265-0.01867i.
\end{aligned}\tag{25}
\]

The reflectance change follows as

\[
\delta R=2\left[(-0.86183)(0.00265)+(-0.05137)(-0.01867)\right]=-0.0026. \tag{26}
\]

The table splits the change into its real and imaginary parts. The last column uses (16) with \(\chi=0\).

| Change in all Mo | Recalculated | \(E^2\) | \(\lvert E\rvert^2\) |
|---|---:|---:|---:|
| Full | −0.00274 | −0.00265 | +0.00236 |
| Real part | −0.00511 | −0.00495 | 0 |
| Imaginary part | +0.00231 | +0.00231 | +0.00236 |

The intensity weight handles the reduced absorption well and misses the real part entirely. The top Mo layer shows why a phase of a few degrees can reverse the sign. There \(\delta\varepsilon'\sin\chi\approx0.003073\times0.131=0.00040\), while \(\delta\varepsilon''\cos\chi\approx-0.00022\). The real part of \(\delta\varepsilon\) is 14 times the imaginary part in size, and this outweighs the small sine.

The same density loss changes the phase of \(r\) by 22 mrad. Displacing a mirror by \(s\) into the positive \(z\) direction multiplies \(r\) by \(e^{2ik_0s}\), so the equivalent displacement is \(0.0221/(2\times0.46542)=0.024\) nm, or 24 pm, away from the source.

For the uppermost Si/Mo interface, (20) gives \(dr/dh=0.0064-0.1109i\) per nm, but \(dR/dh\) is only 0.0004 per nm. At this interface a displacement acts mainly on the phase. With so small a linear term in \(R\), quadratic terms can soon matter, and (8) or a recalculation is then the safer choice.

## How far the linear formula reaches

For the full density change the linear \(\delta R\) is off by 3.4% of the recalculated change, and the linear phase by 1.7%. A test of the order of the remainder doubled the density loss from 0.1% to 0.2%. The remainder in \(r\) grew by a factor of 4.004, as a quadratic term requires.

The derivative was also tested layer by layer against central differences, with steps of \(10^{-5}\) in \(\varepsilon\) along the real and imaginary directions. Relative to the largest derivative in the stack, the worst error of (13), integrated over a layer, was \(2\times10^{-10}\). With \(|E|^2\) in place of \(E^2\), and the phase of \(r\) supplied, it was 6%. That modest error in \(r\) becomes a wrong sign in \(R\) because \(\delta R\) depends on the small component of \(\delta r\) in phase with \(r\).

Formula (12) needs care in three situations. Near a zero of \(r\) the linear part of \(\delta R\) vanishes and \(|\delta r|^2\) takes over. In a medium with gain, the argument that \(a\neq0\) is lost. At oblique incidence the equation itself changes. For s polarization at angle \(\theta\), (2) becomes \(E''+k_0^2(\varepsilon-\sin^2\theta)E=0\), and \(k_0\) in (7) becomes \(k_0\cos\theta\), so the prefactor in (12) becomes \(ik_0/(2\cos\theta)\), with \(E\) the field at that angle. For p polarization the electric field has two components and this scalar derivation does not apply.

At \(6^\circ\), with the stack unchanged, \(R\) is 0.739 for s and 0.730 for p polarization. The complex derivative of \(r\) for a common change in all Mo layers differs from its normal-incidence value by 29% and 30% of that value's magnitude. The prefactor accounts for only about 0.5%. Most of the difference arises because tilting detunes a stack whose period was chosen for normal incidence: with the period lengthened to 6.96 nm to suit \(6^\circ\), it falls below 1% for s and to about 4% for p polarization. Sensitivities for a tilted mirror should therefore be computed with the field at the working angle.

## Comparison with real mirrors

Mo/Si mirrors for 13.5 nm lithography have periods near 7 nm and some 40 to 50 bilayers, so the model lies in their regime. Their peak reflectance is roughly 0.7 or slightly below, whereas the ideal stack gives 0.745. Part of this gap comes from the rounded indices: with \(0.9238+0.0064i\) for Mo and \(0.9990+0.0018i\) for Si, closer to tabulated values, and the period chosen again, the ideal stack gives 0.730 and the density loss lowers \(R\) by 0.0030. The sharp interface is an assumption that real mirrors plainly break. Smoothing every internal Mo/Si interface with \(\sigma=0.5\) nm, an illustrative width, lowers \(R\) to 0.717, a drop ten times that caused by the density loss. The linear formula gives 0.720 and so misses 11% of the drop. Real interlayers are also chemically distinct and unequal on the two sides of a layer, and lateral roughness scatters light out of the beam; the one-dimensional model contains neither.

Two further effects are at least as large as the 2% density loss. At wavelengths 1% below and above 13.5 nm, with the indices held fixed, \(R\) is 0.725 and 0.717. A 2.5 nm ruthenium cap of rough index \(0.89+0.017i\), added to the otherwise unchanged stack, raises \(R\) by 0.003 although ruthenium absorbs. This value depends strongly on the cap thickness and is no general property of caps: the change is \(+0.009\) at 2 nm and \(-0.008\) at 3 nm. A predicted \(\delta R\) of a few thousandths thus describes a difference between two otherwise identical mirrors, not the absolute reflectance of either. Its size depends on how closely the period is tuned to the wavelength. For periods from 6.84 to 7.00 nm the density loss changes \(R\) by \(-0.001\) to \(-0.005\), and the sign reverses when the period is shortened to 6.82 nm, on the flank of the peak where \(R\) has fallen to 0.665. It should therefore be computed anew for each design. The remaining depth values are in the numerical output that follows.

## Computed results

```
wavelength 13.5 nm, photon energy 91.84 eV, k0 0.46542 1/nm
rough indices: Mo 0.920+0.006j, Si 1.000+0.002j
rough indices: substrate 0.980+0.010j, Ru 0.890+0.017j
permittivity: Mo 0.84636+0.01104j, Si 1.00000+0.00400j
bilayers 40, period 6.92 nm
layer widths: Si 4.152 nm, Mo 2.768 nm
r = -0.86183-0.05137j, |r| = 0.86336, R = 0.74539
absorbed 0.24737, into substrate 7.24e-03
S = int E^2 dz, J = int |E|^2 dz per layer; phase of S/r
bilayer  1 Si: |S| 8.2255 nm, J 8.2762 nm, phase -3.6 deg
bilayer  1 Mo: |S| 3.6544 nm, J 3.6783 nm, phase 7.5 deg
bilayer  2 Si: |S| 7.0837 nm, J 7.1278 nm, phase -3.5 deg
bilayer  2 Mo: |S| 3.1479 nm, J 3.1687 nm, phase 7.6 deg
bilayer  5 Si: |S| 4.5234 nm, J 4.5527 nm, phase -3.4 deg
bilayer  5 Mo: |S| 2.0123 nm, J 2.0262 nm, phase 7.9 deg
bilayer 10 Si: |S| 2.1395 nm, J 2.1550 nm, phase -3.4 deg
bilayer 10 Mo: |S| 0.9550 nm, J 0.9624 nm, phase 8.6 deg
bilayer 20 Si: |S| 0.4730 nm, J 0.4794 nm, phase -4.9 deg
bilayer 20 Mo: |S| 0.2160 nm, J 0.2192 nm, phase 11.6 deg
bilayer 40 Si: |S| 0.0153 nm, J 0.0309 nm, phase -82.3 deg
bilayer 40 Mo: |S| 0.0168 nm, J 0.0217 nm, phase 75.7 deg
sum of S over Mo layers -25.7087-5.5516j nm
dr/deps, all Mo together 1.2919-5.9827j
Mo density loss 2.0 %, deps in Mo 0.003073-0.000221j
all Mo, full change: dR exact -0.002742, E^2 -0.002648, |E|^2 0.002362
all Mo, real part only: dR exact -0.005113, E^2 -0.004954, |E|^2 -0.000000
all Mo, imag part only: dR exact 0.002311, E^2 0.002306, |E|^2 0.002362
top Mo only, full change: dR exact -0.000268, E^2 -0.000268, |E|^2 0.000326
all Mo: dr exact 0.002932-0.018932j, linear 0.002649-0.018668j
phase change: exact 22.135 mrad, linear 21.767 mrad
equivalent mirror height 23.78 pm
top Si/Mo interface: dr/dh 0.00640-0.11088j 1/nm
  dR/dh 0.00036 1/nm
finite-change identity: |r2-r1| 0.1236, mismatch 5.9e-16
worst derivative error: E^2 1.7e-10, |E|^2 0.063
remainder ratio on doubling the change 4.004
lossless stack: largest |E^2 - r|E|^2| 7.8e-15
interdiffusion 0.5 nm: R exact 0.71695, linear 0.72018
6 deg, s: R 0.73879, change of dr/deps 28.68 %
6 deg, p: R 0.73023, change of dr/deps 29.59 %
wavelength 13.365 nm, same indices: R 0.72506
wavelength 13.635 nm, same indices: R 0.71727
Ru cap 2.5 nm added on top: R 0.74832
```
